# Hydride in LSDA: a positive HOMO, its barrier, and the affinity

## One electron first

Take the hydrogen atom, with the proton fixed and hartree atomic units throughout. The single electron has density $n=|\phi|^2$ and cannot repel itself. The Kohn-Sham potential must therefore be $-1/r$, so the Hartree and exchange-correlation parts must cancel:

$$v_H(r)+v_{xc}(r)=0,\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

Far out, $v_H\to 1/r$, so the exact $v_{xc}$ must tend to $-1/r$. The local spin-density approximation (LSDA) computes $v_{xc}$ from the density at the same point. Its exchange part goes as $n^{1/3}$, and where $n$ decays exponentially, $v_{xc}$ does too. The total potential then tends to $-1/r+1/r=0$ faster than $1/r$: the electron is screened from the proton by itself.

A second electron in the same orbital gives hydride, H⁻. Now $v_H\to 2/r$, and

$$v_{\rm LSDA}(r)\to-\frac1r+\frac2r+0=+\frac1r .$$

An electron far from a hydrogen atom should feel no net charge. In LSDA it feels one unit of repulsion, which is its own. This error raises the orbital level above zero, and it also builds a barrier. Both come from the same spurious repulsion, and the barrier lets the positive level look like a bound orbital.

## Contribution 1: the level shift

Hartree-Fock (HF) shows what the cancellation should do. For two electrons in one orbital $\phi$, exchange removes half of $v_H$. Averaging over angles, with $\phi$ spherical, gives

$$v_{\rm HF}(r)=-\frac1r+\int\frac{|\phi(\mathbf r')|^2}{\max(r,r')}\,d^3r'.$$

Since $\max(r,r')\ge r$ and $\phi$ is normalized, the integral is at most $1/r$. Hence $v_{\rm HF}\le0$ everywhere, and there is no barrier. A radial finite-difference solution gives a bound orbital with $\varepsilon_{\rm HF}=-0.0462$ Ha. The grid spacing is 0.02 bohr, and radial-grid energies quoted to four decimals can be off by one unit in the last digit.

Now keep this orbital and change only the Hamiltonian. Let $J$ be the repulsion between two copies of $|\phi|^2$. With $\hat t$ the kinetic operator,

$$\varepsilon_{\rm HF}=\langle\hat t-1/r\rangle+J,\qquad
\langle h_{\rm LSDA}\rangle=\langle\hat t-1/r\rangle+2J+\langle v_{xc}\rangle .$$

Subtracting, and using Slater exchange with VWN correlation,

$$\langle h_{\rm LSDA}\rangle-\varepsilon_{\rm HF}=J+\langle v_{xc}\rangle=0.3954-0.2729=0.1225\ \text{Ha}.$$

The mean level becomes $-0.0462+0.1225=+0.0763$ Ha.

This shift is more than twice the LSDA error in the exchange energy. Local exchange has $E_x\propto\int n^{4/3}$, so $\int v_x n=\tfrac43E_x$. Each of the two electrons carries half of this, $\langle v_x\rangle=\tfrac23E_x$. Write $E_x=-J+\Delta_x$, where $-J$ is the exact exchange energy of the doubly occupied orbital and $\Delta_x$ is the LSDA error. The exchange part of the shift is

$$J+\tfrac23(-J+\Delta_x)=\tfrac13J+\tfrac23\Delta_x .$$

With $\Delta_x=0.0502$ Ha this is $0.1318+0.0335=0.1653$ Ha. Correlation takes back about 0.043 Ha. Even with $\Delta_x=0$, the term $J/3$ would remain. An acceptable energy can thus go with a badly placed level, because the level measures how the energy changes with electron number.

The value 0.0763 Ha is an expectation value, not an eigenvalue. The orbital still has to relax in the LSDA potential.

## Contribution 2: the barrier

In a self-consistent LSDA calculation, something must confine the second electron. Here it is a hard spherical wall.

| Wall radius (bohr) | HOMO (Ha) | Barrier top (Ha) | Energy (Ha) | Electrons beyond 8 bohr |
|---|---|---|---|---|
| 14 | 0.0569 | 0.0940 | −0.5128 | 0.059 |
| 16 | 0.0534 | 0.0923 | −0.5133 | 0.078 |
| 18 | 0.0509 | 0.0909 | −0.5136 | 0.093 |

In all three cases the level is positive and below the barrier top. A Gaussian basis also confines the electron, since its functions have limited reach: aug-cc-pVQZ gives a HOMO of 0.0590 Ha. The level drifts with the confinement, so it is not a converged property of the free ion. A plausible reading of the drift is that charge moving outward weakens the repulsion inside.

Take the 16-bohr solution, whose HOMO is 1.45 eV. Its potential is negative near the proton, crosses the level at 2.36 bohr and peaks at 4.16 bohr. To see what happens without the wall, freeze this potential and continue it as $1/r$. The outermost turning point follows from $1/r=\varepsilon$, so $r=1/0.0534\approx18.7$ bohr. Beyond it the electron can escape, but the box ends before that.

In the open potential the level is a resonance, a decaying state with complex energy $E-i\Gamma/2$. Its outgoing wave grows with $r$, but it becomes normalizable if the outer coordinate is rotated into the complex plane. Diagonalization along that path gives

$$E=0.0530\ \text{Ha},\qquad \Gamma=2.46\times10^{-4}\ \text{Ha}.$$

The probability decays as $e^{-\Gamma t}$, so the lifetime is $1/\Gamma\approx98$ fs. These numbers belong to the potential frozen from the 16-bohr solution; another wall gives another potential, and its resonance was not computed. Real hydride is stable. The resonance is narrow, $\Gamma/E\approx0.005$, and lies about 0.0004 Ha below the boxed level, 0.0534 Ha.

The barrier can be probed by setting the positive part of the potential to zero. Consider continuum states normalized per unit energy, and their weight inside 4.16 bohr. At the resonance this weight is about 1990 per hartree with the barrier and 4.1 without it, at the same energy. A sharp state at this positive energy therefore needs the barrier. The truncation does not isolate the barrier, however: it also removes repulsion where the orbital has weight, and the level itself drops to about $-0.0004$ Ha, a very diffuse bound state.

## Contribution 3: the charge that wants to leave

A positive level means that LSDA gains energy by giving up part of an electron. Let the two spin orbitals have occupations 1 and $q$, so that $N=1+q$. At self-consistency, an orbital change alters the energy by

$$\sum_i f_i\,2\,{\rm Re}\langle\delta\phi_i|h_i|\phi_i\rangle
=\sum_i f_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,$$

because the orbitals stay normalized. What remains is the explicit dependence on $q$:

$$\frac{dE}{dq}=\langle\phi_q|h|\phi_q\rangle=\varepsilon(q).$$

Inside the 16-bohr wall, the level reaches zero at $N=1.648$, where $E=-0.5237$ Ha. Going on to $N=2$ in the 16-bohr box raises the energy by $0.5237-0.5133=0.0104$ Ha.

The remaining 0.352 electron can instead be placed far away, in the tail of the second orbital. Spreading it between 100 and 600 bohr gives a normalized two-electron trial state with energy $-0.5233$ Ha, already below the compact solution. Moving it farther out and spreading it more thinly removes its kinetic and interaction energies, and the total approaches $-0.5237$ Ha. The LSDA infimum for two electrons is therefore no higher than this. The compact anion is therefore not the minimum of the functional.

## Contribution 4: the energy on a bound density

The HF density avoids this loss of charge, because its orbital is bound. To evaluate LSDA on it, one needs the noninteracting kinetic energy $T_s[n]$. For any orbitals with $n=\sum_i|\phi_i|^2$, the Cauchy-Schwarz inequality gives

$$|\nabla n|^2=4\Big|{\rm Re}\sum_i\phi_i^*\nabla\phi_i\Big|^2\le4n\sum_i|\nabla\phi_i|^2 .$$

Dividing by $8n$ and integrating,

$$\frac12\sum_i\int|\nabla\phi_i|^2\,d^3r\ \ge\int\frac{|\nabla n|^2}{8n}\,d^3r .$$

Two electrons in $\phi=\sqrt{n/2}$ reach equality. The nodeless HF orbital is this orbital, so its kinetic energy is $T_s[n_{\rm HF}]$, with no further approximation.

Let $V$ be the attraction to the proton. Since $n=2|\phi|^2$, the Hartree energy is $\tfrac12\cdot4J=2J$. Thus

$$E_{\rm LSDA}[n_{\rm HF}]=T_s+V+2J+E_x^{\rm LSDA}+E_c^{\rm LSDA},$$

$$E_{\rm ref}=T_s+V+2J-J+E_c^{\rm ref}.$$

The reference adds to the HF energy, $-0.4879$ Ha, a correlation energy of $-0.0393$ Ha from full configuration interaction in aug-cc-pVQZ. It leaves out basis-set incompleteness in the correlation energy, relativity and nuclear motion. Subtracting the two lines,

$$E_{\rm LSDA}[n_{\rm HF}]-E_{\rm ref}
=(E_x^{\rm LSDA}+J)+(E_c^{\rm LSDA}-E_c^{\rm ref}).$$

For neutral hydrogen the exact density is known, its exchange energy cancels its Hartree energy, and its correlation energy is zero. The LSDA errors relative to these references are:

| | Exchange (Ha) | Correlation (Ha) | Sum (Ha) |
|---|---|---|---|
| H | +0.0445 | −0.0221 | +0.0223 |
| H⁻ | +0.0502 | −0.0342 | +0.0160 |

The sums are rounded separately. There are two cancellations: exchange against correlation within each system, and then H against H⁻. With the affinity defined as $A=E({\rm H})-E({\rm H}^-)$, its error is $0.0223-0.0160=0.0063$ Ha, or 0.17 eV. Directly,

$$A=-0.47768-(-0.51126)=0.0336\ \text{Ha}=0.91\ \text{eV},$$

against the reference value of 0.74 eV.

The HF energies are not responsible for this success. They give $-0.33$ eV, placing the anion above hydrogen plus a free electron. This is compatible with a bound orbital: removing an electron without relaxing the other leaves an energy of $-0.4879+0.0462=-0.4417$ Ha, well above the true hydrogen energy, $-0.5$ Ha. HF supplies a usable density, and LSDA supplies the missing correlation energy, though too much of it.

## Contribution 5: the error of the density

The HF density is itself approximate. To see how this enters, split the action of the LSDA Hamiltonian on the HF orbital as

$$h_{\rm LSDA}\phi=\bar\varepsilon\,\phi+\chi,\qquad\langle\phi|\chi\rangle=0,$$

where $\bar\varepsilon=0.0763$ Ha is the mean level found above. For a small change of the doubly occupied orbital,

$$\delta E=2\cdot2\,{\rm Re}\langle\delta\phi|h_{\rm LSDA}|\phi\rangle
=4\bar\varepsilon\,{\rm Re}\langle\delta\phi|\phi\rangle+4\,{\rm Re}\langle\delta\phi|\chi\rangle .$$

Normalization makes the first term vanish to first order. The misplaced level therefore drops out when the electron number is fixed and the density stays compact. To first order, only $\chi$, which tries to reshape the orbital, matters.

Its effect is small here. The norm of $\chi$ is 0.02 Ha. The self-consistent solution inside the 16-bohr wall, at $-0.51335$ Ha, lies 0.0021 Ha below the energy on the HF density, $-0.51126$ Ha, and 0.0022 Ha below it if the HF orbital is confined by the same wall. The level shift, by comparison, is 0.1225 Ha. Replacing the HF density by the full-configuration-interaction density, both in aug-cc-pVQZ, lowers the LSDA energy by 0.0014 Ha.

## Weighing the contributions

| LSDA energies used | Affinity (eV) |
|---|---|
| H on its exact density, H⁻ on the HF density | 0.91 |
| Self-consistent H, H⁻ inside the 16-bohr wall | 0.94 |
| Self-consistent H, H⁻ with 0.352 electron removed to infinity | 1.23 |

The first two values are close because both describe a compact anion and relaxation changes little: it lowers the anion by 0.0021 Ha and the neutral atom by 0.0010 Ha, which partly cancel in the affinity. The second depends on a barrier and a chosen confinement; the first needs neither. The third shows the cost of letting the functional follow its own potential.

The argument for the HF density has two conditions. The HF orbital must be bound, with a density good enough for the energy, and the energy errors of the neutral and the anion must largely cancel. Hydride meets both well enough for an affinity within 0.2 eV of the reference. Its HF density is too compact, with a mean square radius about a fifth too small. Using the full-configuration-interaction density instead changes the LSDA energy by 0.0014 Ha in aug-cc-pVQZ, a basis that still cuts the diffuse tail short, and by about 0.002 Ha when more diffuse functions are added. Neither condition follows from the barrier, and another anion could fail either one.
